**Polarisability of atomic chains in QEq, SQE and ACKS2**

The program computes the axial polarisability $\alpha$ of a chain of $N$ atoms with spacing $a$, atomic hardness $\eta$, bond hardness $\kappa$ and non-interacting response $S$. It asserts that the curvature of the minimum energy, with random electronegativities, agrees with the QEq and SQE polarisabilities. It also asserts the two-sided bounds for all three methods and compares the QEq chain with a numerically solved metal tube. ACKS2 is tested against self-consistent tight binding in a small finite field, and its bond-local form against SQE on a network with rings. Between $N=160$ and $320$ the output shows local exponents of 2.78 for QEq, 1.01 for SQE and for gapped ACKS2, and 2.82 for gapless ACKS2. The slopes are 40.0 bohr³ per atom for SQE and 31.7 bohr³ per atom for gapped ACKS2. The linear growth of ACKS2 thus depends on a gap in its reference electrons.

## Program and output

```python
"""
Axial polarisability alpha of a straight chain of n equal atoms, atomic units.
Result under test:
  QEq   (charge equilibration)       alpha ~ n^3 / ln n, as for a thin metal tube
  SQE   (split charges, kappa > 0)   alpha ~ n * spacing^2 / kappa
  ACKS2 (non-interacting response S) linear if S has a gap, superlinear if not
Symbols: spacing = atom distance, eta = atomic hardness, kappa = bond hardness,
hop = tight-binding hopping, delta = alternating site energy (+delta, -delta),
A = matrix with eta on the diagonal and 1/distance elsewhere,
x = centred positions, q = induced charges, B = bond-to-atom transfer matrix.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import solve_toeplitz, toeplitz
from scipy.special import ellipkm1

spacing, eta, kappa, hop, delta = 4.0, 0.5, 0.4, 0.1, 0.1
field = 0.001
ang3 = (physical_constants["Bohr radius"][0] * 1e10) ** 3
hartree_ev = physical_constants["Hartree energy in eV"][0]
field_unit = physical_constants["atomic unit of electric field"][0]


def positions(n):
    return spacing * (np.arange(n) - (n - 1) / 2)


def first_column(n, hardness=eta):
    return np.concatenate(([hardness], 1 / (spacing * np.arange(1, n))))


def transfer_matrix(n, bonds=None):
    bonds = bonds or [(i, i + 1) for i in range(n - 1)]
    matrix = np.zeros((n, len(bonds)))
    for b, (i, j) in enumerate(bonds):
        matrix[i, b], matrix[j, b] = -1.0, 1.0
    return matrix


def qeq(n, hardness=eta):
    x = positions(n)
    q = solve_toeplitz(first_column(n, hardness), x)
    return x @ q, q


def sqe(n, bond_hardness=kappa):
    x, A, B = positions(n), toeplitz(first_column(n)), transfer_matrix(n)
    p = np.linalg.solve(bond_hardness * np.eye(n - 1) + B.T @ A @ B, B.T @ x)
    return x @ (B @ p), p


def chain_hamiltonian(n, site_energy):
    off = -hop * np.ones(n - 1)
    return (np.diag(site_energy * (-1.0) ** np.arange(n))
            + np.diag(off, 1) + np.diag(off, -1))


def bare_response(hamiltonian):
    """Charge response S to the electron potential, and the orbital gap."""
    n = len(hamiltonian)
    energy, orb = np.linalg.eigh(hamiltonian)
    occ = n // 2
    pairs = (orb[:, :occ, None] * orb[:, None, occ:]).reshape(n, -1)
    excitation = (energy[None, occ:] - energy[:occ, None]).ravel()
    return 4 * (pairs / excitation) @ pairs.T, energy[occ] - energy[occ - 1]


def acks2(n, site_energy):
    x, A = positions(n), toeplitz(first_column(n))
    S, gap = bare_response(chain_hamiltonian(n, site_energy))
    bare_charge = S @ x
    q = np.linalg.solve(np.eye(n) + S @ A, bare_charge)
    return dict(alpha=x @ q, bare=x @ bare_charge, charge=bare_charge,
                ends=bare_charge @ A @ bare_charge, gap=gap,
                rowsum=np.abs(S.sum(axis=1)).max())


def metal_tube(length, radius, m):
    """Hollow conducting tube: surface charge from the potential condition."""
    h = length / m

    def ring(z):
        s = z * z + 4 * radius ** 2
        return 2 / np.pi * ellipkm1(z * z / s) / np.sqrt(s)

    node, weight = np.polynomial.legendre.leggauss(16)
    z = h * (np.arange(1, m)[:, None] + node[None, :] / 2)
    column = np.concatenate(([2 * quad(ring, 0, h / 2)[0]],
                             h / 2 * (ring(z) @ weight)))
    centre = h * (np.arange(m) - (m - 1) / 2)
    return h * centre @ solve_toeplitz(column, centre)


def exponent(small, large):
    return np.log(large / small) / np.log(2)


# --- polarisability as curvature of the minimum energy, random electronegativity
n = 30
chi = 0.1 * np.random.default_rng(1).normal(size=n)


def energy_curvature(A, bond_cost):
    x, B, h = positions(n), transfer_matrix(n), 0.1

    def lowest(f):
        p = np.linalg.solve(B.T @ A @ B + bond_cost * np.eye(n - 1),
                            B.T @ (f * x - chi))
        q = B @ p
        return chi @ q + q @ A @ q / 2 + bond_cost * p @ p / 2 - f * x @ q

    return -(lowest(h) - 2 * lowest(0.0) + lowest(-h)) / h ** 2


A30 = toeplitz(first_column(n))
hardness_only = spacing ** 2 * (n ** 3 - n) / (12 * eta)
assert np.isclose(energy_curvature(A30, 0.0), qeq(n)[0], rtol=1e-7)
assert np.isclose(energy_curvature(eta * np.eye(n), 0.0), hardness_only, rtol=1e-7)
assert np.isclose(energy_curvature(A30, kappa), sqe(n)[0], rtol=1e-7)

# --- QEq: exact action of A on x, two-sided bound, limits of mean and variance
floor = eta - 2 * np.log(2) / spacing
assert floor > 0


def qeq_moments(n):
    harmonic = np.concatenate(([0.0], np.cumsum(1 / np.arange(1, n))))
    g = eta + (harmonic + harmonic[::-1] - 2) / spacing
    w = positions(n) ** 2
    mean = g @ w / w.sum()
    return g, mean, (g - mean) ** 2 @ w / w.sum(), w.sum()


for n_test in (20, 80, 320, 4000):
    g, mu, var, xx = qeq_moments(n_test)
    alpha = qeq(n_test)[0]
    assert xx / mu <= alpha <= xx / mu * (1 + var / (mu * floor))
g, mu, var, xx = qeq_moments(320)
A320, x320 = toeplitz(first_column(320)), positions(320)
assert np.allclose(A320 @ x320, g * x320, rtol=1e-9, atol=1e-9)
rest = (g - mu) * x320
assert np.isclose(qeq(320)[0],
                  xx / mu + rest @ np.linalg.solve(A320, rest) / mu ** 2, rtol=1e-8)
lowest_eig = np.linalg.eigvalsh(A320)[0]
assert floor <= lowest_eig < floor + 0.01
_, mu_big, var_big, xx_big = qeq_moments(4000)
mu_limit = eta + 2 / spacing * (np.log(4000) + np.euler_gamma - 7 / 3)
var_limit = (40 / 9 - np.pi ** 2 / 3) / spacing ** 2
assert np.isclose(mu_big, mu_limit, rtol=2e-3)
assert np.isclose(var_big, var_limit, rtol=2e-2)
ratio_big = qeq(4000)[0] * mu_big / xx_big

# --- QEq chain against a metal tube; ends differ by a fraction of one spacing
radius = 2 * spacing * np.exp(-np.euler_gamma - eta * spacing / 2)
tube100 = metal_tube(100 * spacing, radius, 800)
tube400 = metal_tube(400 * spacing, radius, 1600)
qeq100, qeq400 = qeq(100)[0], qeq(400)[0]
assert abs(tube100 / qeq100 - 1) < 0.04
assert abs(tube400 / qeq400 - 1) < 0.015

# --- the four models on chains of growing length
sizes = (20, 40, 80, 160, 320)
q_tab = {m: qeq(m)[0] for m in sizes}
s_tab = {m: sqe(m)[0] for m in sizes}
gapped = {m: acks2(m, delta) for m in sizes}
metal = {m: acks2(m, 0.0) for m in sizes}
for m in sizes:
    top = spacing ** 2 * (m - 1) / kappa
    end_cost = (2 * eta - 2 / (spacing * (m - 1))) / (m - 1)
    assert top * kappa / (kappa + end_cost) <= s_tab[m] <= top
    assert s_tab[m] <= q_tab[m]
    for case in (gapped[m], metal[m]):
        assert case["rowsum"] < 1e-8
        low = case["bare"] ** 2 / (case["bare"] + case["ends"])
        assert low <= case["alpha"] <= case["bare"]
    cap = 4 * hop ** 2 * spacing ** 2 * (m - 1) / gapped[m]["gap"] ** 3
    assert gapped[m]["bare"] <= cap
assert np.isclose(sqe(80, 1e-9)[0], q_tab[80], rtol=1e-5)

exp_q = exponent(q_tab[160], q_tab[320])
exp_s = exponent(s_tab[160], s_tab[320])
exp_g = exponent(gapped[160]["alpha"], gapped[320]["alpha"])
exp_m = exponent(metal[160]["alpha"], metal[320]["alpha"])
exp_hard = exponent(qeq(160, 10 * eta)[0], qeq(320, 10 * eta)[0])
mu_mid = eta + 2 / spacing * (np.log(160 * np.sqrt(2)) + np.euler_gamma - 7 / 3)
exp_pred = 3 - 2 / (spacing * mu_mid)
assert abs(exp_q - exp_pred) < 0.03
assert exp_hard > exp_q and exp_m > 2.5
assert abs(exp_s - 1) < 0.03 and abs(exp_g - 1) < 0.03

# --- slopes per atom; Coulomb terms must not change them
slope_s = (s_tab[320] - s_tab[160]) / 160
slope_g = (gapped[320]["alpha"] - gapped[160]["alpha"]) / 160
slope_bare = (gapped[320]["bare"] - gapped[160]["bare"]) / 160
assert np.isclose(slope_s, spacing ** 2 / kappa, rtol=1e-3)
assert np.isclose(slope_g, slope_bare, rtol=1e-3)
middle = np.abs(gapped[320]["charge"][80:240]).max()
assert middle < 1e-8 * np.abs(gapped[320]["charge"]).max()
assert np.isclose(gapped[160]["ends"], gapped[320]["ends"], rtol=0.02)
kappa_eff = spacing ** 2 / slope_g
sqe_eff = sqe(320, kappa_eff)[0]
assert np.isclose(sqe_eff, gapped[320]["alpha"], rtol=0.02)

# --- the gap bound becomes tight for a wide gap; gapless limit of the bare response
wide = acks2(40, 2.0)
tight = wide["bare"] * wide["gap"] ** 3 / (4 * hop ** 2 * spacing ** 2 * 39)
assert 0.97 < tight <= 1 + 1e-9
bare_limit = spacing ** 2 * 321 ** 3 / (12 * np.pi * hop)
assert np.isclose(metal[320]["bare"], bare_limit, rtol=0.01)

# --- bond-local S equals split charges, also for a network with rings
m = 9
links = [(i, i + 1) for i in range(m - 1)] + [(i, i + 2) for i in range(m - 2)]
B = transfer_matrix(m, links)
costs = np.random.default_rng(2).uniform(0.2, 1.0, len(links))
A9, x9 = toeplitz(first_column(m)), positions(m)
by_bonds = x9 @ B @ np.linalg.solve(np.diag(costs) + B.T @ A9 @ B, B.T @ x9)
S9 = (B / costs) @ B.T
by_response = x9 @ np.linalg.solve(np.eye(m) + S9 @ A9, S9 @ x9)
assert np.isclose(by_bonds, by_response, rtol=1e-9)

# --- ACKS2 against self-consistent tight binding in a small finite field
m = 12
H12, A12, x12 = chain_hamiltonian(m, delta), toeplitz(first_column(m)), positions(m)


def populations(hamiltonian):
    return 2 * (np.linalg.eigh(hamiltonian)[1][:, :m // 2] ** 2).sum(axis=1)


def scf_dipole(f):
    reference, q = populations(H12), np.zeros(m)
    for _ in range(300):
        new = reference - populations(H12 + np.diag(f * x12 - A12 @ q))
        change = new - q
        q = q + 0.4 * change
    assert np.abs(change).max() < 1e-12
    return x12 @ q


scf_alpha = (scf_dipole(1e-5) - scf_dipole(-1e-5)) / 2e-5
acks2_alpha = acks2(m, delta)["alpha"]
assert np.isclose(scf_alpha, acks2_alpha, rtol=1e-5)

# --- charge driven across the midpoint of the chain
cross_q = {m: field * qeq(m)[1][m // 2:].sum() for m in (20, 80, 320)}
cross_s = {m: field * sqe(m)[1][m // 2 - 1] for m in (20, 80, 320)}
assert np.isclose(cross_s[320], field * spacing / kappa, rtol=1e-3)
assert cross_q[320] > 8 * cross_q[80]

print(f"spacing = {spacing:.1f} bohr, eta = {eta:.1f} hartree")
print(f"kappa = {kappa:.1f}, hop = {hop:.1f}, delta = {delta:.1f} hartree")
print(f"lower bound on eigenvalues of A = {floor:.4f} hartree")
print(f"lowest eigenvalue of A, N=320 = {lowest_eig:.4f} hartree")
print(f"QEq without Coulomb, N=30: {hardness_only:.1f} bohr^3")
print(f"QEq with Coulomb, N=30: {qeq(30)[0]:.1f} bohr^3")
print("alpha in bohr^3: N, QEq, SQE, ACKS2 gapped, ACKS2 gapless")
for m in sizes:
    print(f"{m:4d} {q_tab[m]:12.1f} {s_tab[m]:9.2f} "
          f"{gapped[m]['alpha']:9.2f} {metal[m]['alpha']:12.1f}")
print("local exponents of alpha, N = 160 to 320 (no unit):")
print(f"  QEq {exp_q:.3f}, predicted 3-2/(a mu) {exp_pred:.3f}")
print(f"  QEq with tenfold eta {exp_hard:.3f}")
print(f"  SQE {exp_s:.3f}, ACKS2 gapped {exp_g:.3f}")
print(f"  ACKS2 gapless {exp_m:.3f}")
print(f"mu at N=4000: {mu_big:.4f}, limit form {mu_limit:.4f} hartree")
print(f"variance at N=4000: {var_big:.5f}, limit {var_limit:.5f} hartree^2")
print(f"alpha*mu/(x.x) at N=4000 = {ratio_big:.4f} (no unit)")
print(f"equivalent tube radius = {radius:.3f} bohr")
print(f"N=100: QEq {qeq100:.4e}, tube {tube100:.4e} bohr^3")
print(f"N=400: QEq {qeq400:.4e}, tube {tube400:.4e} bohr^3")
print(f"tube/QEq - 1: {100*(tube100/qeq100-1):.2f} % (N=100), "
      f"{100*(tube400/qeq400-1):.2f} % (N=400)")
print(f"SQE slope = {slope_s:.3f} bohr^3 per atom")
print(f"  a^2/kappa = {spacing**2/kappa:.3f} bohr^3 = "
      f"{spacing**2/kappa*ang3:.3f} angstrom^3")
print(f"ACKS2 gapped slope = {slope_g:.3f} bohr^3 per atom = "
      f"{slope_g*ang3:.3f} angstrom^3")
print(f"  slope without Coulomb = {slope_bare:.3f} bohr^3 per atom")
print(f"  orbital gap, N=320 = {gapped[320]['gap']:.4f} hartree")
gap_cap = 4 * hop ** 2 * spacing ** 2 / gapped[320]["gap"] ** 3
print(f"  gap bound on slope = {gap_cap:.2f} bohr^3 per atom")
print(f"  bare alpha / gap bound at delta = 2 hartree: {tight:.4f}")
print(f"  end term Sx.A.Sx: {gapped[160]['ends']:.3f} (N=160), "
      f"{gapped[320]['ends']:.3f} (N=320) bohr^3")
print(f"effective bond hardness = {kappa_eff:.4f} hartree = "
      f"{kappa_eff*hartree_ev:.2f} eV")
print(f"SQE with that hardness, N=320: {sqe_eff:.2f} bohr^3")
print(f"gapless bare alpha, N=320: {metal[320]['bare']:.4e} bohr^3")
print(f"  limit a^2(N+1)^3/(12 pi t): {bare_limit:.4e} bohr^3")
print(f"N=12 alpha: SCF {scf_alpha:.4f}, ACKS2 {acks2_alpha:.4f} bohr^3")
print(f"ring network alpha: SQE {by_bonds:.4f}, ACKS2 {by_response:.4f} bohr^3")
print(f"field = {field:.3f} a.u. = {field*field_unit*1e-9:.3f} V/nm")
print("charge across midpoint in e: N, QEq, SQE")
for m in (20, 80, 320):
    print(f"{m:4d} {cross_q[m]:9.4f} {cross_s[m]:9.5f}")
print(f"SQE saturation F a/kappa = {field*spacing/kappa:.5f} e")
print("ALL CHECKS PASSED")
```

Printed output:

```
spacing = 4.0 bohr, eta = 0.5 hartree
kappa = 0.4, hop = 0.1, delta = 0.1 hartree
lower bound on eigenvalues of A = 0.1534 hartree
lowest eigenvalue of A, N=320 = 0.1534 hartree
QEq without Coulomb, N=30: 71920.0 bohr^3
QEq with Coulomb, N=30: 28058.8 bohr^3
alpha in bohr^3: N, QEq, SQE, ACKS2 gapped, ACKS2 gapless
  20       9726.5    685.89    543.84       7175.8
  40      60099.7   1484.24   1176.68      46346.4
  80     387891.5   3083.53   2444.00     311169.3
 160    2590498.6   6283.20   4979.33    2147723.7
 320   17762340.2  12683.04  10050.29   15123918.6
local exponents of alpha, N = 160 to 320 (no unit):
  QEq 2.778, predicted 3-2/(a mu) 2.786
  QEq with tenfold eta 2.927
  SQE 1.013, ACKS2 gapped 1.013
  ACKS2 gapless 2.816
mu at N=4000: 3.7692, limit form 3.7690 hartree
variance at N=4000: 0.07149, limit 0.07216 hartree^2
alpha*mu/(x.x) at N=4000 = 1.0076 (no unit)
equivalent tube radius = 1.652 bohr
N=100: QEq 7.1245e+05, tube 7.1487e+05 bohr^3
N=400: QEq 3.3163e+07, tube 3.3182e+07 bohr^3
tube/QEq - 1: 0.34 % (N=100), 0.06 % (N=400)
SQE slope = 39.999 bohr^3 per atom
  a^2/kappa = 40.000 bohr^3 = 5.927 angstrom^3
ACKS2 gapped slope = 31.694 bohr^3 per atom = 4.696 angstrom^3
  slope without Coulomb = 31.694 bohr^3 per atom
  orbital gap, N=320 = 0.2000 hartree
  gap bound on slope = 79.99 bohr^3 per atom
  bare alpha / gap bound at delta = 2 hartree: 0.9939
  end term Sx.A.Sx: 56.874 (N=160), 56.973 (N=320) bohr^3
effective bond hardness = 0.5048 hartree = 13.74 eV
SQE with that hardness, N=320: 10059.96 bohr^3
gapless bare alpha, N=320: 1.4037e+08 bohr^3
  limit a^2(N+1)^3/(12 pi t): 1.4038e+08 bohr^3
N=12 alpha: SCF 292.1729, ACKS2 292.1729 bohr^3
ring network alpha: SQE 589.1641, ACKS2 589.1641 bohr^3
field = 0.001 a.u. = 0.514 V/nm
charge across midpoint in e: N, QEq, SQE
  20    0.1689   0.00978
  80    1.7258   0.00999
 320   20.0778   0.01000
SQE saturation F a/kappa = 0.01000 e
ALL CHECKS PASSED
```
